\section*{The Pseudo-Jahn-Teller Instability of Two Coupled Electronic States}

\section{A positive force constant that misleads}

Take a molecule at a symmetric geometry, in a nondegenerate electronic ground state. Displace the nuclei along a symmetry-lowering coordinate $Q$, keep the electronic state frozen, and suppose that the energy rises as $\tfrac12KQ^2$ with $K>0$. It is tempting to conclude that the geometry is stable: there is no electronic degeneracy, so there is no Jahn--Teller force, and the restoring force constant is positive.

The conclusion can be false. The displacement can also mix the ground state with an excited state of suitable symmetry, and this mixing lowers the energy by an amount that is likewise quadratic in $Q$. In the example below, the frozen state gives a curvature of $+0.20$ hartree/bohr$^2$, while the relaxed ground state has $-0.088$ hartree/bohr$^2$. The symmetric geometry is then a maximum along $Q$. What decides the matter is a comparison of half the energy gap with the squared coupling constant divided by $K$.

\section{Assumptions and the model}

Hartree atomic units are used. Let $H_{\rm el}(Q)$ be the Hamiltonian at fixed nuclei, including the nuclear repulsion. At $Q=0$ it has two real, nondegenerate eigenstates $|1\rangle$ and $|2\rangle$. The zero of energy lies midway between them, so their energies are $-\Delta$ and $+\Delta$ with $\Delta>0$. The full gap is therefore $2\Delta$.

Assume that a symmetry operation $P$ of the undistorted molecule reverses the mode:
\begin{equation}
P\,H_{\rm el}(Q)\,P^{-1}=H_{\rm el}(-Q),\qquad P|a\rangle=p_a|a\rangle,\quad p_a=\pm1 .
\end{equation}
Let $V=\partial H_{\rm el}/\partial Q$ and $W=\partial^2H_{\rm el}/\partial Q^2$, both at $Q=0$. Differentiating the first relation once and twice gives $PVP^{-1}=-V$ and $PWP^{-1}=W$. Inserting $P^{-1}P$ on both sides of each operator yields
\begin{equation}
\langle a|V|b\rangle=-p_ap_b\langle a|V|b\rangle,\qquad
\langle a|W|b\rangle=p_ap_b\langle a|W|b\rangle .
\end{equation}
For $a=b$ we have $p_a^2=1$, so $\langle a|V|a\rangle=0$: neither state feels a linear force. The coupling $F=\langle1|V|2\rangle$ can be nonzero only if $p_1p_2=-1$. In that case $\langle1|W|2\rangle=0$, and the off-diagonal element has no quadratic term.

Three further assumptions define the model. The two frozen states have the same force constant, $\langle1|W|1\rangle=\langle2|W|2\rangle=K>0$. All other electronic states are left out. Terms beyond second order in $Q$ are dropped, and the resulting matrix is used at every $Q$. With $F\neq0$,
\begin{equation}
H(Q)=\frac12KQ^2
\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\begin{pmatrix}-\Delta&FQ\\FQ&\Delta\end{pmatrix}.
\label{model}
\end{equation}
Thus $F$ is the derivative of the off-diagonal element, and $K$ is the curvature before the two states mix. For a real molecule $K$ has to be read as an effective constant that already contains the second-order effect of the states left out (Remark 5). The eigenvalues $E_\mp(Q)$ are the lower and upper adiabatic potentials, here called sheets.

\section{Theorem}

It is convenient to measure the gap by the dimensionless ratio
\begin{equation}
s=\frac{K\Delta}{F^2}.
\end{equation}

\paragraph{Theorem.} For the model (\ref{model}) with $K>0$, $\Delta>0$ and real $F\neq0$:

(a) The lower sheet is unstable at $Q=0$ if and only if
\begin{equation}
\Delta<\frac{F^2}{K},\qquad\text{that is,}\qquad s<1 .
\label{condition}
\end{equation}
If $\Delta\geq F^2/K$, the point $Q=0$ is its sole minimum.

(b) If (\ref{condition}) holds, the lower sheet has two minima, at $Q=\pm Q_0$, and they lie below $E_-(0)$ by the depth $D$:
\begin{equation}
Q_0=\sqrt{\frac{F^2}{K^2}-\frac{\Delta^2}{F^2}},\qquad
D=\frac{F^2}{2K}\left(1-\frac{K\Delta}{F^2}\right)^2 .
\label{wells}
\end{equation}

(c) The upper sheet has a single minimum, at $Q=0$, with the hardened curvature $K+F^2/\Delta$.

\section{Two lemmas}

\paragraph{Lemma 1 (energies).} With $R(Q)=\sqrt{\Delta^2+F^2Q^2}$, the sheets are
\begin{equation}
E_\pm(Q)=\frac12KQ^2\pm R(Q).
\label{sheets}
\end{equation}

\paragraph{Proof.} The first term of (\ref{model}) is a multiple of the unit matrix and shifts both eigenvalues equally. An eigenvalue $\lambda$ of the second matrix satisfies
\begin{equation}
(-\Delta-\lambda)(\Delta-\lambda)-F^2Q^2=\lambda^2-\Delta^2-F^2Q^2=0,
\end{equation}
so $\lambda=\pm R$. This proves the lemma.

\paragraph{Lemma 2 (curvatures).} At every $Q$,
\begin{equation}
E_\pm''(Q)=K\pm\frac{F^2\Delta^2}{R^3},\qquad
E_\pm''(0)=K\pm\frac{F^2}{\Delta}.
\label{curv}
\end{equation}

\paragraph{Proof.} Differentiating $R^2=\Delta^2+F^2Q^2$ gives $2RR'=2F^2Q$, hence $R'=F^2Q/R$. A second differentiation gives
\begin{align}
R''&=\frac{F^2}{R}-\frac{F^2Q}{R^2}R'
=\frac{F^2}{R}-\frac{F^4Q^2}{R^3}\nonumber\\
&=\frac{F^2(R^2-F^2Q^2)}{R^3}=\frac{F^2\Delta^2}{R^3}.
\end{align}
Adding $\pm R''$ to $K$ gives the first result, and $R(0)=\Delta$ gives the second.

\paragraph{Remark (the factor of two).} Second-order perturbation theory gives the same curvature at the origin. The lower state is shifted by minus the squared coupling divided by the full gap:
\begin{equation}
-\frac{(FQ)^2}{2\Delta}=\frac12\left(-\frac{F^2}{\Delta}\right)Q^2 .
\end{equation}
The 2 in the gap is the same 2 that appears in $\tfrac12(\text{curvature})Q^2$. This is why the half-gap $\Delta$ stands in (\ref{condition}). In terms of the full gap, the condition reads $2\Delta<2F^2/K$. The upper state is pushed up by the same amount, so softening below and hardening above are one effect, the repulsion of two levels.

\section{Proof of the theorem}

\paragraph{Parts (a) and (b): number of minima.} The lower sheet depends on $Q$ only through $u=Q^2\geq0$. Write $E_-(Q)=g(u)$ with
\begin{align}
g(u)&=\frac12Ku-\sqrt{\Delta^2+F^2u},\\
g'(u)&=\frac K2-\frac{F^2}{2\sqrt{\Delta^2+F^2u}},\label{gprime}\\
g''(u)&=\frac{F^4}{4(\Delta^2+F^2u)^{3/2}}>0 .
\end{align}
The slope $g'$ increases strictly, from $g'(0)=\tfrac12(K-F^2/\Delta)$ towards $K/2>0$ at large $u$. There are two cases.

If $\Delta\geq F^2/K$, then $g'(0)\geq0$ and $g'(u)>0$ for all $u>0$. The energy rises steadily with $|Q|$, and $Q=0$ is the sole minimum. This includes the case of equality, where the curvature alone would not settle the question.

If $\Delta<F^2/K$, then $g'(0)<0$. The energy first falls as $|Q|$ grows, so $Q=0$ is a local maximum. Since $g'$ increases strictly and ends positive, it vanishes at one value $u_0>0$, where $g$ has its minimum. This value corresponds to the two points $Q=\pm\sqrt{u_0}$.

\paragraph{Part (b): position.} Setting (\ref{gprime}) to zero gives
\begin{equation}
R(Q_0)=\sqrt{\Delta^2+F^2u_0}=\frac{F^2}{K}.
\label{R0}
\end{equation}
Squaring, subtracting $\Delta^2$ and dividing by $F^2$ gives $u_0=F^2/K^2-\Delta^2/F^2$. Its square root is the stated $Q_0$.

\paragraph{Part (b): depth.} Insert $u_0$ and (\ref{R0}) into (\ref{sheets}):
\begin{align}
E_-(Q_0)&=\frac K2\left(\frac{F^2}{K^2}-\frac{\Delta^2}{F^2}\right)-\frac{F^2}{K}
=-\frac{F^2}{2K}-\frac{K\Delta^2}{2F^2}.
\end{align}
Since $E_-(0)=-\Delta$, the depth is
\begin{align}
D&=E_-(0)-E_-(Q_0)=\frac{F^2}{2K}-\Delta+\frac{K\Delta^2}{2F^2}\nonumber\\
&=\frac{F^2}{2K}\left(1-2s+s^2\right)=\frac{F^2}{2K}(1-s)^2 .
\end{align}
The second line uses $\Delta=sF^2/K$ in the last two terms.

\paragraph{Part (c).} From (\ref{sheets}), $E_+'(Q)=Q\,(K+F^2/R)$. The bracket is positive, so the derivative vanishes at $Q=0$ alone and has the sign of $Q$ elsewhere. The origin is therefore the single minimum, and Lemma 2 gives its curvature. This completes the proof.

\section{What the result means}

\paragraph{Remark 1 (why the fall stops).} Near $Q=0$ the electronic energy gain $R-\Delta$ is quadratic, $F^2Q^2/(2\Delta)$, and it can outrun the elastic cost $\tfrac12KQ^2$. The slope of the gain, $F^2|Q|/R$, never exceeds $|F|$, while the slope of the cost, $K|Q|$, keeps growing, so at large enough $|Q|$ the cost wins. The wells lie where the two slopes are equal, $K=F^2/R$, which is (\ref{R0}); there the gain still exceeds the cost, by the depth $D$.

The degree of mixing shows the same saturation. Let $w$ be the fraction of state $|2\rangle$ in the lower adiabatic state. At fixed $Q$, the derivative of an eigenvalue with respect to a parameter is the expectation value of the derivative of the matrix. For the parameter $\Delta$ this gives
\begin{equation}
\frac{\partial E_-}{\partial\Delta}=-(1-w)+w=-\frac{\Delta}{R},
\qquad\text{so}\qquad w=\frac12\left(1-\frac{\Delta}{R}\right).
\end{equation}
The fraction never exceeds one half. At the minima, where $R=F^2/K$, it is $w=\tfrac12(1-s)$.

\paragraph{Remark 2 (at the wells).} The vertical gap at $\pm Q_0$ is $2R=2F^2/K$, independent of $\Delta$. With $R=F^2/K$ in (\ref{curv}), the mixing term becomes $F^2\Delta^2K^3/F^6=Ks^2$, so
\begin{equation}
E_\pm''(Q_0)=K(1\pm s^2).
\end{equation}
The hardening of the upper sheet is thus weaker here than at the origin, where it is $F^2/\Delta=K/s$. By (\ref{curv}), the upper curvature exceeds $K$ everywhere, is largest at $Q=0$, and returns to $K$ at large $|Q|$. The excess over $K$ is $(K/s)(\Delta/R)^3$, which is small compared with $K$ when $R^3\gg\Delta^3/s$; for small $s$ this asks for more than $|FQ|\gg\Delta$.

\paragraph{Remark 3 (limits).} Since $Q_0=(|F|/K)\sqrt{1-s^2}$, the displacement vanishes as $\sqrt{1-s}$ when the threshold is approached from below, while the depth vanishes as $(1-s)^2$. Just below threshold the wells are therefore very shallow. At threshold, expand $R=\Delta\sqrt{1+x}$ with $x=F^2Q^2/\Delta^2$ and $\sqrt{1+x}=1+x/2-x^2/8+\dots$. The quadratic terms of $E_-$ cancel, and the leading term is
\begin{equation}
E_-(Q)+\Delta\simeq\frac{F^4Q^4}{8\Delta^3}=\frac{K^3}{8F^2}Q^4 ,
\end{equation}
where $\Delta=F^2/K$ was used.

In the opposite limit, $\Delta\to0$, the wells tend to $Q_0=|F|/K$ and $D=F^2/(2K)$. The sheets become $\tfrac12KQ^2\pm|FQ|$, the upper and lower branches of two displaced parabolas $\tfrac12KQ^2\pm FQ$ that cross at $Q=0$. The upper curvature $K+F^2/\Delta$ diverges because the smooth minimum turns into a kink.

\section{Where the result fails}

\paragraph{Remark 4 (unequal force constants).} Let the frozen states have force constants $K_1$ (lower) and $K_2$ (upper). The gap then changes by a term of order $Q^2$, which affects the second-order shift $\mp F^2Q^2/(2\Delta)$ only at order $Q^4$. The curvatures at the origin are therefore $K_1-F^2/\Delta$ and $K_2+F^2/\Delta$. The origin has negative curvature if $\Delta<F^2/K_1$, but the formulas (\ref{wells}) no longer apply.

\paragraph{Remark 5 (further electronic states).} The restriction to two states matters more than it may seem. Replace the pair by an endless ladder of states with spacing $2\Delta$, in which neighbours $n$ and $n+1$ are coupled by $FQ\sqrt{n+1}$. This describes a harmonically bound electron in a uniform field proportional to $Q$. The lowest two states have the same $\Delta$, $F$ and $K$ as before. With the ladder operators $a$ and $a^\dagger$,
\begin{align}
H&=\frac12KQ^2-\Delta+2\Delta\,a^\dagger a+FQ(a+a^\dagger)\nonumber\\
&=\frac12\left(K-\frac{F^2}{\Delta}\right)Q^2-\Delta+2\Delta\,b^\dagger b,
\qquad b=a+\frac{FQ}{2\Delta}.
\end{align}
Expanding $2\Delta\,b^\dagger b$ confirms this: it produces the coupling term and an extra $F^2Q^2/(2\Delta)$, which the first term removes. A constant shift leaves the commutator unchanged, so $b^\dagger b$ has the eigenvalues $0,1,2,\dots$. Every level then has the curvature $K-F^2/\Delta$.

The threshold for the lowest state survives, because at $Q=0$ that state couples to its neighbour alone. The hardening does not. The second level gains $F^2/\Delta$ from the level below, but it loses $2F^2/\Delta$ to the level above, whose squared coupling is twice as large. The double well is lost too: below threshold the lowest energy falls without limit, and terms left out of the model would have to stop it. This runaway comes from the ladder being endless. In a ladder cut off after a finite number of states the electronic gain grows at most linearly in $|Q|$, so wells remain, but not at the position and depth given by (\ref{wells}). Parts (b) and (c) therefore require a pair whose couplings to other states are weak, or whose other states are far away, over the whole range $|Q|\lesssim Q_0$. The threshold for the sign of the curvature at $Q=0$ survives in any model in which the lowest state is coupled at first order in $Q$ to the second state alone, whatever the spacings and couplings higher up. The statement that the origin is the sole minimum above threshold need not survive. Take $K=0.20$, $F=0.12$, $\Delta=0.090$, and a third state $0.050$ hartree above the second and coupled to it by $GQ$ with $G=0.30$. The curvature at the origin is $+0.04$, but the trial state $(|2\rangle-|3\rangle)/\sqrt2$ has the energy $\tfrac12KQ^2+\Delta+0.025-GQ$, whose minimum $0.115-G^2/(2K)=-0.110$ hartree lies below $E_-(0)=-0.090$ hartree. The threshold itself does not survive a direct coupling of the lowest state to other states. A further state lying $\epsilon_n$ above the lowest one and coupled directly to it by $F_nQ$ shifts it by $-F_n^2Q^2/\epsilon_n$ in second order, which lowers its curvature by a further $2F_n^2/\epsilon_n$, so the curvature at the origin keeps its form only if $K$ is replaced by $\langle1|W|1\rangle-\sum_n2F_n^2/\epsilon_n$. This correction need not be small. If the nucleus of a hydrogen atom is displaced while the 1s state is frozen, $\langle1|W|1\rangle=\tfrac{4\pi}{3}|\psi(0)|^2=\tfrac43$ hartree/bohr$^2$, whereas the true curvature is zero because the atom simply moves as a whole. The 2p state removes just $0.059$ of this, and the higher bound and continuum states remove the rest. In applying the model to a real system, $K$ is therefore the force constant left after all states outside the pair have been folded in, not the bare frozen value.

\paragraph{Remark 6 (nuclear motion).} The theorem concerns a potential and contains no nuclear mass. It does not decide whether the nuclei are localized in one well, since that depends on the depth relative to the zero-point energy and on tunnelling.

\section{Worked example}

Take the round model parameters $K=0.20$ hartree/bohr$^2$, $F=0.12$ hartree/bohr and $\Delta=0.050$ hartree. The threshold is
\begin{equation}
\frac{F^2}{K}=\frac{0.12^2}{0.20}=0.072\ \text{hartree}>\Delta ,
\end{equation}
so the symmetric geometry is unstable. Comparing the full gap, $0.100$ hartree, with $0.072$ hartree would give the wrong verdict. With $F^2/\Delta=0.288$ hartree/bohr$^2$, the curvatures at the origin are
\begin{equation}
E_\mp''(0)=0.20\mp0.288=-0.088\ \text{and}\ +0.488\ \text{hartree/bohr}^2 .
\end{equation}
The ratio is $s=0.050/0.072=0.694$, and the wells follow from
\begin{align}
Q_0&=\frac{0.12}{0.20}\sqrt{1-0.694^2}=0.432\ \text{bohr}=0.228\ \text{\AA},\\
D&=\frac{0.072}{2}(1-0.6944)^2=0.00336\ \text{hartree}=0.0915\ \text{eV}.
\end{align}
At the minima the vertical gap is $2\times0.072=0.144$ hartree, and the lower state contains a fraction $(1-0.694)/2=0.153$ of the original upper state. A modest admixture is enough to create the wells.

Raising $\Delta$ to $0.090$ hartree crosses the threshold. The curvatures at the origin become $0.04$ and $0.36$ hartree/bohr$^2$: the lower state is softened but stable.

The ladder of Remark 5, with the original $K$, $F$ and $\Delta$, shows what the isolation of the pair contributes. Its two lowest levels both have the curvature $-0.088$ hartree/bohr$^2$. Relative to $Q=0$, the lowest energy of the isolated pair is $-0.0034$ hartree at $Q_0$ and $+0.0095$ hartree at $2Q_0$, so the well has closed. For the ladder the values are $-0.0082$ and $-0.0328$ hartree, and the energy is still falling. The numerical check checks these results by direct diagonalization.

\section*{Computed values}
\begin{verbatim}
Worked example, atomic units
K = 0.20 hartree/bohr^2
F = 0.12 hartree/bohr
Delta = 0.050 hartree
Gap at Q=0, 2 Delta = 0.100 hartree
Threshold F^2/K = 0.0720 hartree
Threshold from numerical curvature = 0.0720 hartree
F^2/Delta = 0.2880 hartree/bohr^2
s = K Delta/F^2 = 0.6944
Curvatures at Q=0 by finite differences, hartree/bohr^2
  lower = -0.0880
  upper = 0.4880
Wells of the lower sheet
  Q0 from formula = 0.4317 bohr
  Q0 from numerical search = 0.4317 bohr
  Q0 = 0.2285 angstrom
  E-(0) = -0.050000 hartree
  E-(Q0) = -0.053361 hartree
  depth from formula = 0.003361 hartree
  depth = 0.0915 eV
Curvatures at Q0 by finite differences, hartree/bohr^2
  lower = 0.1035
  upper = 0.2965
Vertical gap at Q0 = 0.1440 hartree
Upper-state fraction in lower state at Q0 = 0.1528
Stable case, Delta = 0.090 hartree
Its curvatures at Q=0, hartree/bohr^2
  lower = 0.0400
  upper = 0.3600
Quartic coefficient at threshold = 0.0694 hartree/bohr^4
Ladder with the same K, F, Delta: curvatures, hartree/bohr^2
  lowest level = -0.0880
  second level = -0.0880
Lowest energy relative to Q=0, hartree
  pair at Q0 = -0.003361
  pair at 2 Q0 = 0.009508
  ladder at Q0 = -0.008201
  ladder at 2 Q0 = -0.032804
\end{verbatim}
